How the integrated quantum metric responds to a vanishing Dirac mass

**Three responses to one small gap**

Take a Dirac cone with velocity v = 0.5 hartree bohr, cut off at momentum Λ = 0.5 bohr⁻¹, and reduce its mass from 0.001 to 0.0001 hartree. In one dimension the integrated quantum metric grows from 31.25 to 312.5 bohr, tenfold. In two dimensions it grows from 0.2396 to 0.3312. In three dimensions it moves from 0.02521 to 0.02532 bohr⁻¹, a change of less than half a percent. The same small gap therefore dominates the answer in one case and hardly matters in another.

The Hamiltonian in d dimensions is

H(k) = v k·A + m B.

The d matrices A_i and the matrix B are Hermitian, square to one and anticommute with each other. Their size is N = 2 for d = 1 and 2. In three dimensions four such matrices are needed, while 2×2 matrices offer three, so there N = 4. We take v > 0. The mass m is an energy of either sign. Anticommutation removes the cross terms from H², so

H² = E², E = √(v²k² + m²),

and the bands lie at ±E, each N/2-fold degenerate. The gap is 2|m|. The lower bands are filled, the upper ones are empty, and interactions between electrons are left out.

With P(k) the projector on the filled bands and ∂_i = ∂/∂k_i, the quantum metric and its integral are

g_ij = ½ Tr(∂_iP ∂_jP),

I_d(m) = ∫_{|k|<Λ} d^dk/(2π)^d tr g, tr g = Σ_i g_ii.

The metric measures how fast the filled subspace turns as k changes. It has the dimension of length squared, so I_d has the dimension length^(2−d).

**An estimate from one momentum scale**

The kinetic and mass terms are equally large at k = |m|/v. Below this momentum the filled states are governed by mB; above it they follow the direction of k. The turn between the two regimes is of order one radian over a momentum |m|/v. For k ≲ |m|/v this gives

tr g ~ (v/|m|)².

For k ≫ |m|/v, a radial step hardly changes the states, because they already follow k. A sideways step δk turns the direction of k by δk/k, and the states turn with it. Hence

tr g ~ 1/k², if d ≥ 2.

In one dimension there is no sideways step. The inner region has width |m|/v and gives

I_1 ~ (|m|/v)(v/|m|)² = v/|m|.

In two dimensions the inner region has area ~(m/v)² and contributes a number of order one. The outer region contributes

∫ k dk/k² = ln(vΛ/|m|),

with the limits |m|/v and Λ, so the logarithm wins.

In three dimensions the outer region contributes

∫ k² dk/k² = Λ − |m|/v,

with the same limits. This stays finite as m → 0. The correction is of order |m|/v, and the inner region contributes at the same order, (|m|/v)³(v/|m|)² = |m|/v. The estimate thus suggests a term proportional to |m|, but cannot fix its coefficient or its sign. If the coefficient does not vanish, I_3 has a kink at m = 0.

**The metric as the turning of a unit vector**

To obtain the coefficients, collect the matrices into Γ = (A_1, …, A_d, B) and define the unit vector

n = (vk, m)/E.

Then H = E n·Γ. The matrix h = n·Γ has eigenvalue −1 on the filled bands and +1 on the empty ones, so

P = ½(1 − h).

Differentiation gives ∂_iP = −½ ∂_ih, and therefore

g_ij = ½·¼ Tr(∂_ih ∂_jh) = ⅛ Σ_ab ∂_in_a ∂_jn_b Tr(Γ_aΓ_b).

For a = b the trace is Tr 1 = N. For a ≠ b, anticommutation gives Tr(Γ_aΓ_b) = −Tr(Γ_bΓ_a), while the cyclic property makes the two traces equal, so they vanish. Thus

g_ij = (N/8) ∂_in·∂_jn.

Reversing the sign of m reverses one component of n and leaves these scalar products unchanged. We may compute with m > 0 and replace m by |m| at the end.

Let k̂ be the direction of k and define θ by tan θ = vk/m. Then

n = (sin θ k̂, cos θ).

A radial step changes θ alone:

∂n/∂k = (dθ/dk)(cos θ k̂, −sin θ).

The vector in parentheses has unit length, so the squared rate is (dθ/dk)². From θ = arctan(vk/m),

dθ/dk = (v/m)/(1 + v²k²/m²) = vm/E².

A sideways step of length δk changes k̂ by δk/k and leaves θ fixed. The squared rate is

sin²θ/k² = (v²k²/E²)/k² = v²/E².

There is one radial direction and there are d − 1 sideways directions. Adding them,

tr g = (N/8) v² [m²/E⁴ + (d − 1)/E²].

This confirms the estimate: at k = 0 the bracket is d/m², and at large k the sideways term approaches (d − 1)/(v²k²).

**An independent form, and its physical meaning**

The metric can also be found without the vector n. Since P commutes with H, differentiating HP − PH = 0 gives

(∂_iH)P − P(∂_iH) + H(∂_iP) − (∂_iP)H = 0.

Take the matrix element between an empty state ⟨e| and a filled state |o⟩. Because P|o⟩ = |o⟩ and ⟨e|P = 0,

⟨e|∂_iH|o⟩ + (E_e − E_o)⟨e|∂_iP|o⟩ = 0.

Differentiating P² = P gives (∂_iP)P + P(∂_iP) = ∂_iP. Between two filled states this reads 2X = X, and between two empty states 0 = X, where X is the element of ∂_iP. Both kinds of element vanish. The trace of (∂_iP)² therefore contains each filled-empty pair twice, once in each order, and the factor ½ in g cancels the two:

tr g = Σ_i Σ_eo |⟨e|∂_iH|o⟩|²/(E_e − E_o)².

The numerical check evaluates this sum from computed eigenvectors, compares it with finite differences of P and with the formula for tr g, and integrates it over k.

The sum also links the metric to localization. In a crystal, the position operator r connects filled Bloch states to empty ones at the same k with the element i⟨e|∂_io⟩, where |o⟩ and |e⟩ are now the periodic parts of the Bloch states. Since ∂_iP = Σ_o (|∂_io⟩⟨o| + |o⟩⟨∂_io|) and ⟨e|o⟩ = 0,

⟨e|∂_iP|o⟩ = ⟨e|∂_io⟩.

The squared elements of r from filled to empty states, summed per cell, are therefore V_cell ∫ d^dk/(2π)^d tr g, taken over the Brillouin zone. If the filled bands have localized Wannier functions, the total variance of r in those of one cell is a sum of squared elements of r to all other states. The part leading to empty states is the quantity just found. The part leading to other filled Wannier functions is nonnegative and depends on how the functions are chosen. The integrated metric times V_cell is thus a lower bound on the total spread. For a single cone, V_cell I_d models the contribution of the momenta near the cone. Only its part that is singular in m belongs to the cone itself; the rest depends on the cutoff and on the bands away from the cone. In a tight-binding model the bound also requires H(k) to carry the true orbital positions in its phases, so that its eigenvectors are the periodic parts of the Bloch states.

**The integrals in closed form**

The integrand depends on k = |k| alone. Integration over directions gives

d^dk/(2π)^d → s_d k^(d−1) dk,

s_1 = 2/(2π) = 1/π, s_2 = 2π/(2π)² = 1/(2π), s_3 = 4π/(2π)³ = 1/(2π²).

Substitute q = vk/m and Q = vΛ/m. Then E² = m²(1 + q²), the metric acquires a factor v²/m², and the measure a factor (m/v)^d:

I_d = (N s_d/8)(m/v)^(d−2) J_d,

J_d = ∫₀^Q q^(d−1) [1/(1 + q²)² + (d − 1)/(1 + q²)] dq.

The power (m/v)^(d−2) is the scaling found above. It is the final answer if J_d converges as Q → ∞, which happens for d = 1. For d = 2 and 3 the growth of J_d with Q must be included.

One dimension. The needed integral is

∫₀^Q dq/(1 + q²)² = ½[arctan Q + Q/(1 + Q²)].

It vanishes at Q = 0, and the derivative of the right side is ½[(1 + Q²) + (1 − Q²)]/(1 + Q²)² = 1/(1 + Q²)², as required. With N s_1/8 = 1/(4π),

I_1 = (v/(8πm)) [arctan Q + Q/(1 + Q²)].

For large Q,

arctan Q = π/2 − 1/Q + 1/(3Q³) − …,

Q/(1 + Q²) = 1/Q − 1/Q³ + ….

The terms in 1/Q cancel and those in 1/Q³ add to −2/(3Q³). Since 1/Q³ = m³/(v³Λ³),

I_1 = v/(16|m|) − m²/(12πv²Λ³) + ….

Two dimensions. With q dq = ½ d(q²), the two parts of J_2 are

∫₀^Q q dq/(1 + q²)² = ½[1 − 1/(1 + Q²)] = ½ Q²/(1 + Q²),

∫₀^Q q dq/(1 + q²) = ½ ln(1 + Q²).

The prefactor is N s_2/8 = 1/(8π), so

I_2 = (1/(16π)) [ln(1 + Q²) + Q²/(1 + Q²)].

For large Q,

ln(1 + Q²) = 2 ln Q + 1/Q² − 1/(2Q⁴) + …,

Q²/(1 + Q²) = 1 − 1/Q² + 1/Q⁴ − ….

The terms in 1/Q² cancel, leaving

I_2 = (1/(8π)) ln(vΛ/|m|) + 1/(16π) + 1/(32πQ⁴) + ….

The logarithm comes from sideways turning; the radial part gives the constant 1/(16π).

Three dimensions. Write q² = (1 + q²) − 1 in both numerators. The radial part is

∫₀^Q q² dq/(1 + q²)² = arctan Q − ½[arctan Q + Q/(1 + Q²)]
= ½[arctan Q − Q/(1 + Q²)],

and the sideways part is

2∫₀^Q q² dq/(1 + q²) = 2Q − 2 arctan Q.

Their sum is

J_3 = 2Q − (3/2) arctan Q − Q/(2(1 + Q²)).

The prefactor is N s_3/8 = 1/(4π²), multiplied by m/v. Since (m/v)Q = Λ,

I_3 = (1/(4π²)) {2Λ − (|m|/v)[(3/2) arctan Q + Q/(2(1 + Q²))]}.

**Where the kink comes from**

In this formula Q = vΛ/|m|. The identity arctan Q = π/2 − arctan(1/Q) separates the two kinds of mass dependence:

|m| arctan Q = (π/2)|m| − |m| arctan(|m|/(vΛ)).

The last product contains even powers of m and is analytic at m = 0. So is the remaining term,

|m| Q/(1 + Q²) = vΛ m²/(m² + v²Λ²).

The nonanalytic part of I_3 for the sharply cut cone is therefore one term, with coefficient −(1/(4π²v))(3/2)(π/2) = −3/(16πv). Expanding the analytic parts to order m² gives +3m²/(2vΛ) from the arctangent and −m²/(2vΛ) from the fraction, both multiplied by 1/(4π²v). Thus

I_3 = Λ/(2π²) − 3|m|/(16πv) + m²/(4π²v²Λ) + O(m⁴).

The slope jumps by −3/(8πv) as m passes from negative to positive values. The sign results from a competition. At order |m|, the sideways part contributes −2(π/2) = −π to J_3, because the mass suppresses sideways turning near the origin. The radial part contributes +π/4, because it is absent at m = 0, k ≠ 0 and appears with the mass. The sum is −3π/4.

**Numbers for the cone**

At m = 0.001 hartree, or 0.027 eV, the crossover momentum is m/v = 0.002 bohr⁻¹ and Q = 0.25/0.001 = 250. The limiting laws give

I_1 ≈ 0.5/(16 × 0.001) = 31.25 bohr = 16.54 Å,

I_2 ≈ ln(250)/(8π) + 1/(16π) = 0.2197 + 0.0199 = 0.2396,

I_3 ≈ 0.025330 − 0.000119 = 0.025211 bohr⁻¹ = 0.04764 Å⁻¹.

Numerical integration of the metric from eigenvectors agrees with all three to the digits shown. At the larger mass 0.01 hartree, where Q = 25, the differences between integral and limiting law are visible:

- d = 1: −8.47×10⁻⁵ bohr, against −8.49×10⁻⁵ from the first correction;
- d = 2: 2.54×10⁻⁸, against 2.55×10⁻⁸;
- d = 3: 2.026×10⁻⁵ bohr⁻¹, in agreement with the m² term to these digits.

For the 3D law, the difference is below 0.1% of I_3 but about 1.7% of the kink term, which is 0.00119 bohr⁻¹ at this mass. A calculation aimed at the kink needs the stricter measure.

The share of the integral that comes from k < m/v shows why the dimensions differ. At m = 0.001 hartree it is 81.8% in one dimension, 9.9% in two and 0.115% in three. The 1D share follows from the closed form at Q = 1, divided by its limit:

(π/4 + ½)/(π/2) = ½ + 1/π ≈ 0.818.

In two dimensions the remainder is spread over all scales up to the cutoff. At m = 0.0001 hartree, the decade from 10 to 100 m/v contributes 0.0916, and so does the next. Both agree with ln(10)/(8π) = 0.0916. Lowering the mass tenfold opens one more such decade, which is the growth from 0.2396 to 0.3312 seen at the start. In three dimensions the measure k² dk favours large momenta, and the mass makes a small change near the origin.

**What survives on a lattice**

The sharp cutoff stands in for a band structure that bends away from the cone. To see which terms depend on it, set the lattice constant and v to one and use

H = Σ_i sin k_i A_i + M(k) B, M(k) = m + b Σ_i (1 − cos k_i), b > 0.

At k = 0 this is a cone of mass m. Where some components of k equal π, say j of them, the sines vanish too, but the mass there is m + 2bj. For small m these points stay gapped.

Outside a small fixed ball around k = 0 the gap stays open as m passes through zero. The projector and the metric are then analytic in m, and so is their integral. Nonanalytic terms must come from inside the ball. There M ≈ m + bk²/2, and at k ~ |m| the extra mass is of order bm², smaller than m by a factor b|m|. The correction to the sines is smaller by m². Power counting therefore leaves the leading coefficients of 1/|m|, ln(1/|m|) and |m| unchanged. This is an argument about orders of magnitude, and the lattice calculation tests its result.

Averaging I_d over +m and −m removes terms odd in m. In 1D and 2D, the difference between the averages at m/2 and m then removes any constant. If the leading term is C/|m|, this difference is C/m; if it is C ln(1/|m|), it is C ln 2. In 3D, the value at m = 0 is subtracted from the average and the rest divided by m; combining the results at two masses removes the m² term. With masses 0.004 and 0.002 the coefficients are:

- predicted: 0.06250 (1D), 0.03979 (2D), −0.05968 (3D);
- b = 1: 0.06250, 0.03978, −0.05968;
- b = 0.5: 0.06250, 0.03979, −0.05968.

The value of I_3 at m = 0, by contrast, is 0.166 for b = 1 and 0.292 for b = 0.5. It is finite but not universal. The constant beside the logarithm in 2D is not universal either, since changing Λ to cΛ adds ln(c)/(8π).

The lattice also brings something that the cut cone lacks: a term linear in m, with coefficient −0.177 for b = 1 and −0.257 for b = 0.5. Such a term is allowed because M(k) is no longer m alone, so changing the sign of m no longer leaves |M| unchanged. Its origin can be followed at small k. With v = 1, the sideways term 2/E² has the mass derivative −4M/E⁴, which at m = 0 is about

−4(bk²/2)/k⁴ = −2b/k².

For the radial term, tan θ = k/M gives

dθ/dk = (M − k dM/dk)/E² ≈ (m − bk²/2)/E².

The mass derivative of its square at m = 0 is about −bk²/k⁴ = −b/k². Together they give −3b/k², and the measure k² dk makes the integral finite and dominated by large k. The form −3b/k² holds only for bk ≪ 1, so the linear term is set by momenta of order 1/b and above, not by k ~ |m|. For b = 1 and 0.5 these momenta cover much of the zone. For b ≫ 1 they lie close to the cone. There, with x = bk/2, the mass derivative of the bracket times k² dk becomes −[6/(1 + x²)² + 4x²/(1 + x²)³] dx, whose integral is −7π/4. With the prefactor 1/(4π²), the coefficient then tends to −7/(16π) ≈ −0.139, independent of b. This small-k result explains how a negative term can arise, but not the magnitude: it is proportional to b, whereas the computed coefficient is larger for the smaller b. That the coefficient does not vanish with b can be derived in the limit |m| ≪ b ≪ 1. Each of the seven other points is then a cone with unit speed and small positive mass m + 2bj, and the kink formula gives it the term −3(m + 2bj)/(16π), whose slope in m is −3/(16π) whatever b is. The remaining contributions to the slope are of order b. As b → 0 the linear coefficient therefore tends not to zero but to −21/(16π) ≈ −0.418. For b = 1 and 0.5 the masses 2bj are not small, so this limit does not give the computed values. It fixes the end point only and does not show that the magnitude grows steadily as b falls.

For b = 1 the slope of I_3 is −0.117 just below m = 0 and −0.237 just above. For b = 0.5 the slopes are −0.197 and −0.317. In both models I_3 falls through m = 0, so the gapless point is not a maximum, as it is for the cut cone. The jump is −0.119 in both cases, equal to −3/(8π). The robust mark of the 3D transition is this jump in slope, not a peak.

**Limits and their order**

In one dimension the metric at exactly m = 0 vanishes for every k ≠ 0, since n = (±1, 0) is constant on each side. Yet I_1 diverges as m → 0. The total turn is fixed,

∫ (dθ/dk) dk = π over all k from −∞ to ∞,

with θ continued to negative k as an odd function. The turn is squeezed into a width of order |m|/v, and the integral of its square grows as the inverse of that width. Setting m = 0 before integrating loses the whole effect.

The same applies to a numerical mesh. A uniform mesh must have a spacing of order |m|/v or finer if it is to resolve the 1D peak. In a periodic chain of length L the allowed momenta are 2π/L apart, so the 1/|m| law requires L ≫ v/|m|. For the example with m = 0.001 hartree, v/|m| is 500 bohr.

The laws also require the Fermi level to lie in the gap, |m| ≪ vΛ, and a dispersion that is linear and isotropic near the touching point. For unequal velocities v_i along the principal axes, the substitution q_i = v_i k_i multiplies g_ii by v_i² and the measure by 1/Π_i v_i, and each direction carries 1/d of the isotropic trace. The form of the singular terms survives, but their coefficients are those for v = 1 times (Σ_i v_i²/d)/Π_i v_i. In 2D the logarithm gains the factor (v_x² + v_y²)/(2v_xv_y), and in 3D the kink term becomes −|m| Σ_i v_i²/(16π v_xv_yv_z). If the gaps of several equivalent cones, at momenta separated by much more than |m|/v, close at the same time, their singular terms add.

Numbers as computed

```
velocity v = 0.5 hartree bohr, cutoff = 0.5 1/bohr
v*cutoff = 0.2500 hartree
m = 0.01 hartree = 0.27211 eV, m/v = 0.02000 1/bohr
  I_1 = 3.12491528, limiting law 3.12500000 bohr
  I_2 = 0.14796939, limiting law 0.14796937 (no unit)
  I_3 = 0.02415690, limiting law 0.02413663 1/bohr
m = 0.001 hartree = 0.02721 eV, m/v = 0.00200 1/bohr
  I_1 = 31.24999915, limiting law 31.25000000 bohr
  I_2 = 0.23958632, limiting law 0.23958632 (no unit)
  I_3 = 0.02521113, limiting law 0.02521093 1/bohr
m = 0.0001 hartree = 0.00272 eV, m/v = 0.00020 1/bohr
  I_1 = 312.49999999, limiting law 312.50000000 bohr
  I_2 = 0.33120327, limiting law 0.33120327 (no unit)
  I_3 = 0.02531836, limiting law 0.02531836 1/bohr
I_1 at m = 0.001 hartree: 16.5368 angstrom
I_3 at m = 0.001 hartree: 0.047642 1/angstrom
I_3 limit at m = 0: 0.02533030 1/bohr
integral minus limiting law at m = 0.01 hartree:
  d=1: -8.4720e-05, predicted -8.4883e-05 bohr
  d=2: 2.5411e-08, predicted 2.5465e-08 (no unit)
  d=3: 2.0264e-05, predicted 2.0264e-05 1/bohr
share of weight from |k| < m/v at m = 0.001 hartree:
  d=1: 81.831 %, d=2: 9.907 %, d=3: 0.115 %
2D, m = 0.0001 hartree, from k = 10 to 100 m/v: 0.091616
2D, m = 0.0001 hartree, from k = 100 to 1000 m/v: 0.091617
ln(10)/(8 pi) = 0.091617
universal coefficients for v = 1:
  1/|m|: 0.062500, ln(1/|m|): 0.039789, |m|: -0.059683
lattice models, masses 0.004 and 0.002 (lattice units):
  b=1.0: 1D 0.062500, 2D 0.039781, 3D -0.059681
    3D value at m=0: 0.165551, linear term: -0.17692
    3D slope for m<0: -0.11724, for m>0: -0.23660
  b=0.5: 1D 0.062500, 2D 0.039787, 3D -0.059683
    3D value at m=0: 0.292190, linear term: -0.25690
    3D slope for m<0: -0.19722, for m>0: -0.31658
```
